# Area Scaling of Weibull Breakdown Times in Thin Oxides

## Problem

Silicon dioxide capacitors of two sizes are stressed on the same wafer. The oxide is 2.7 nm thick, the field is 13 MV/cm and the temperature is 300 K. The small pads have area $A_1=100\ \mu\mathrm{m}^2$, the large ones $A_2=10000\ \mu\mathrm{m}^2$. The fraction of small pads that have broken down by time $t$ follows the Weibull law

$$F_1(t)=1-\exp\left[-\left(\frac{t}{t_1}\right)^{\beta}\right],\qquad \beta=1.5,\qquad t_1=10000\ \mathrm{s}.$$

The time $t_1$ is called the characteristic breakdown time. A pad counts as failed at its first local breakdown.

(a) State what must be assumed about the oxide, and show that increasing the area by one hundred reduces the characteristic time by a factor of about 21.5. Find the characteristic time of the large pads.

(b) Compare the failed fractions of the two sizes at one and the same time, and find how sensitive the factor is to $\beta$.

(c) Show how a Weibull law with $\beta=1.5$ can arise from defects that fill small cells of the oxide at random.

(d) The large pad draws more tunnelling current. Estimate how a series resistance of 100 ohm changes the factor, if life varies as the oxide voltage to the power $-44$.

(e) Find how the factor changes if the oxide thickness varies from patch to patch with a standard deviation of 0.02 nm.

## Solution

### (a) The scaling law

At $t=t_1$ the exponent in $F_1$ is $-1$ whatever the value of $\beta$, so $F_1(t_1)=1-1/e$, or 63.2 %. The characteristic time is therefore a percentile of the lifetimes, not their mean.

Let $S=1-F$ be the fraction surviving. Divide the large pad into $N=A_2/A_1=100$ parts, each as large as a small pad. Three assumptions are needed:

1. Each part has the same lifetime distribution as a small pad. This requires the same oxide voltage and temperature, the same thickness (or, as in part (e), thicknesses drawn independently from one distribution), and no special weakness at the pad's edge.
2. The parts fail independently of one another.
3. The first breakdown anywhere is the failure of the pad.

By the third assumption the large pad survives to time $t$ if and only if all its parts do. By the second, the probability of this is the product of the separate probabilities, and by the first these are all equal to $S_1$. Hence

$$S_2(t)=[S_1(t)]^N .$$

Up to here the Weibull form has not been used. Inserting it gives

$$S_2(t)=\left\{\exp\left[-\left(\frac{t}{t_1}\right)^\beta\right]\right\}^N
=\exp\left[-N\left(\frac{t}{t_1}\right)^\beta\right].$$

The factor $N$ can be taken inside the power, because $N=(N^{1/\beta})^\beta$:

$$S_2(t)=\exp\left[-\left(\frac{N^{1/\beta}\,t}{t_1}\right)^\beta\right]
=\exp\left[-\left(\frac{t}{t_2}\right)^\beta\right],\qquad
t_2=\frac{t_1}{N^{1/\beta}} .$$

The large pads thus have a Weibull distribution with the same $\beta$, and

$$\boxed{\frac{t_1}{t_2}=\left(\frac{A_2}{A_1}\right)^{1/\beta}}$$

For the given values,

$$\frac{t_1}{t_2}=100^{1/1.5}=(10^2)^{2/3}=10^{4/3}=21.54,$$

$$t_2=\frac{10000\ \mathrm{s}}{21.54}=464\ \mathrm{s}=7.74\ \mathrm{min}.$$

The same factor holds for every percentile. Solving $F=1-\exp[-(t/t_c)^\beta]$ for the time gives

$$t_F=t_c\,[-\ln(1-F)]^{1/\beta},$$

where $t_c$ is $t_1$ or $t_2$. The bracket is common to both sizes and cancels in the ratio.

Engineers plot $W=\ln(-\ln S)$ against $\ln t$, since the Weibull law then becomes a straight line of slope $\beta$:

$$W_1=\beta\ln t-\beta\ln t_1,\qquad W_2=W_1+\ln N .$$

The larger area raises the line by $\ln 100=4.605$. For a line of slope 1.5 this equals a shift to the left by $4.605/1.5=3.070$, and $e^{3.070}=21.5$. The vertical shift depends on the area ratio alone; the slope converts it into a ratio of times.

### (b) Equal times, and the role of $\beta$

The factor 21.5 compares times at equal failed fraction. At equal time the comparison is different. When the large pads reach their characteristic time of 464 s, $S_2=1/e$, so each part has survival $S_1=e^{-1/N}$. The failed fraction of small pads is then

$$F_1(t_2)=1-e^{-1/100}=0.00995,$$

or about 1 %, against 63.2 % of the large pads. The ratio of these fractions is about 64. At much earlier times both fractions are small, $F\approx(t/t_c)^\beta$, and their ratio tends to

$$\frac{F_2}{F_1}\to\left(\frac{t_1}{t_2}\right)^\beta=N=100 .$$

A hundredfold area thus gives a hundredfold chance of early failure, but not a hundredfold shorter life. The reason is that for $\beta=1.5$ the failures of a small pad become rarer towards early times as $t^{1.5}$. To lower the expected number of breakdowns by 100, the time must be lowered by only $100^{1/1.5}$.

The limiting cases follow from the exponent $1/\beta$. For $\beta=1$ the breakdown rate is constant in time and the factor is 100. For $\beta\to\infty$ all parts fail at nearly the same moment, and the factor tends to 1. For $\beta<1$ it exceeds the area ratio.

To find the sensitivity, take the logarithm, $\ln(t_1/t_2)=(\ln N)/\beta$, and differentiate at fixed $N$:

$$\frac{d}{d\beta}\ln\frac{t_1}{t_2}=-\frac{\ln N}{\beta^2}
=-\frac{4.605}{2.25}=-2.05 .$$

An error of 0.1 in $\beta$ therefore changes the factor by about 20 %. The full formula gives 26.8 for $\beta=1.4$ and 17.8 for $\beta=1.6$. The digits of 21.54 are those of the arithmetic; a measured slope would seldom justify more than "about 20".

### (c) A microscopic origin of the law

Picture the oxide as many columns standing side by side, each a stack of $n$ cells reaching from one electrode to the other. Stress creates defects at random. Let a given cell contain a defect by time $t$ with probability

$$\lambda(t)=\left(\frac{t}{\tau}\right)^\alpha,\qquad 0\le t\le\tau,$$

with the cells independent. A column conducts when all its $n$ cells are filled, which has probability $\lambda^n$. A pad with $K$ columns survives if no column conducts:

$$S(t)=(1-\lambda^n)^K .$$

Take the logarithm and expand it for small $\lambda^n$:

$$-\ln S=-K\ln(1-\lambda^n)=K\left(\lambda^n+\frac{\lambda^{2n}}{2}+\dots\right).$$

At the characteristic time the left side is 1, so $\lambda^n\approx1/K$. The second term is then only about $1/(2K)$ times the first, and for large $K$ it may be dropped:

$$S(t)\approx\exp\left[-K\left(\frac{t}{\tau}\right)^{n\alpha}\right].$$

This is a Weibull law with $\beta=n\alpha$. Its characteristic time is $\tau K^{-1/\beta}$, which contains the area law, since $K$ is proportional to the area. Three cells with $\alpha=0.5$ give $\beta=1.5$. In this model a thinner oxide has fewer cells per column, hence a smaller $\beta$ and a stronger dependence on area.

The cell model was simulated by drawing random filling times, without putting in a Weibull law. There were 40000 small pads of 100 columns and 4000 large pads of 10000 columns. The characteristic times differed by a factor of 21.69, and the times to 10 % failure by 21.50. Both agree with 21.54 within the sampling error, which can be estimated as follows. With $M$ pads, the failed fraction at a given time has standard error $\sqrt{F(1-F)/M}$. Dividing by the slope $dF/d\ln t$, which equals $\beta/e=0.55$ at the characteristic time, turns this into a relative error of the time:

$$\frac{\sqrt{0.632\times0.368/4000}}{0.55}\approx1.4\ \%$$

for the large pads, and less for the more numerous small ones. The observed deviation of 21.69 from 21.54 is 0.7 %. For only 100 columns the dropped term lowers the exact factor slightly, to 21.47. At 10 % failure the slope $dF/d\ln t$ is smaller and the sampling error of the factor is about 3.6 %.

The slopes, found from the times to 10 % and 63.2 % failure, were 1.520 for the small pads and 1.528 for the large ones. The exact values for this model are 1.503 and 1.500, and the sampling errors are about 0.011 and 0.032, so both results are consistent with the model and show no significant change between the two areas.

### (d) Series resistance

The assumption of equal oxide voltage fails if the current causes a voltage drop outside the oxide. The current must be estimated first.

**Tunnelling current.** Let $\phi$ be the barrier height at the Fermi level of the emitting electrode, $E$ the field, $q$ the elementary charge, $m_0$ the electron mass and $m$ the tunnelling mass in the oxide. Consider electrons whose energy of motion towards the barrier lies $\varepsilon$ below the Fermi level, and assume for simplicity that the transmission $D$ depends on this energy alone. In a metal-like electrode at low temperature, their transverse wave vectors fill a circle of area $\pi k_\perp^2=2\pi m_0\varepsilon/\hbar^2$. With two spin states, a density $1/(2\pi)^3$ of states in wave-vector space, and $v_x\,dk_x=d\varepsilon/\hbar$ in magnitude, the current density is

$$J=\frac{2q}{(2\pi)^3}\int_0^\infty D(\varepsilon)\,\frac{2\pi m_0\varepsilon}{\hbar^2}\,\frac{d\varepsilon}{\hbar}
=\frac{q m_0}{2\pi^2\hbar^3}\int_0^\infty D(\varepsilon)\,\varepsilon\,d\varepsilon .$$

The upper limit may be infinite because the transmission $D$ falls rapidly with $\varepsilon$. For a triangular barrier the semiclassical (WKB) transmission is

$$D=\exp\left[-\frac{2}{\hbar}\int_0^{(\phi+\varepsilon)/qE}\!\!\sqrt{2m(\phi+\varepsilon-qEx)}\,dx\right]
=\exp\left[-\frac{4\sqrt{2m}}{3\hbar qE}(\phi+\varepsilon)^{3/2}\right].$$

To first order, $(\phi+\varepsilon)^{3/2}\approx\phi^{3/2}+\tfrac32\phi^{1/2}\varepsilon$. Thus $D\approx D(0)\,e^{-\varepsilon/\Delta}$, with $\Delta=\hbar qE/(2\sqrt{2m\phi})$. Since $\int_0^\infty\varepsilon e^{-\varepsilon/\Delta}d\varepsilon=\Delta^2=\hbar^2q^2E^2/(8m\phi)$, the result is the Fowler–Nordheim formula

$$J=\frac{q^3m_0E^2}{16\pi^2\hbar\, m\phi}\exp\left[-\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qE}\right].$$

With the rough values $\phi=3.1$ eV and $m=0.42\,m_0$, a field of 13 MV/cm gives $J=1.69\ \mathrm{A/cm^2}$. A numerical integration that keeps the full exponent, the finite oxide thickness and the electron distribution at 300 K gives $1.82\ \mathrm{A/cm^2}$. The closed form is 7 % below this. Both values assume WKB transmission and a metal-like electrode, whose filled states reach far below the Fermi level compared with $\Delta=0.11$ eV. In a silicon electrode the filled depth may be only comparable with $\Delta$, and the electron mass depends on direction, so the formula cannot be relied on there without a separate calculation.

Both values also assume that $D$ depends on $\varepsilon$ alone. If the transverse wave vector is conserved at the interface, a transverse energy $w$ in the electrode becomes $w\,m_0/m$ in the oxide, because the mass is different there. Let $u=\varepsilon-w$ be the depth of the total energy below the Fermi level. The integral $\int_0^\infty\varepsilon e^{-\varepsilon/\Delta}d\varepsilon=\Delta^2$ is then replaced by

$$\int_0^\infty\!\!\int_0^\infty e^{-(u+w\,m_0/m)/\Delta}\,du\,dw=\frac{m}{m_0}\,\Delta^2 ,$$

which lowers the closed-form current to $0.42\times1.69=0.71\ \mathrm{A/cm^2}$. The estimate below uses the simpler assumption and a metal-like electrode.

**Voltage drop.** The total voltage is $V=13\ \mathrm{MV/cm}\times2.7\ \mathrm{nm}=3.510\ \mathrm{V}$, where band bending in the electrodes is ignored. The part $V_\mathrm{ox}$ that falls across the oxide of thickness $d$ satisfies

$$V_\mathrm{ox}+R\,A\,J(V_\mathrm{ox}/d)=V .$$

A first estimate for the large pad, of area $10^{-4}\ \mathrm{cm^2}$, uses the current at full voltage: $100\ \Omega\times1.69\times10^{-4}\ \mathrm{A}=16.9\ \mathrm{mV}$. The drop itself lowers the current, and the solution of the equation is 15.5 mV. The small pad loses only 0.17 mV.

**Effect on life.** With life proportional to $V_\mathrm{ox}^{-44}$, the large pad's life is multiplied by

$$\left(1-\frac{0.01547}{3.510}\right)^{-44}=1.215,$$

and the small pad's by 1.002. The times assigned in the problem refer to zero drop, so the observed factor becomes

$$21.54\times\frac{1.002}{1.215}=17.8,$$

which is 17 % below the ideal value. With the lower current found for a conserved transverse wave vector, the same steps give about 19.8. A voltage loss of less than half a per cent matters because the exponent 44 magnifies it. The digits of 17.8 are again those of the arithmetic. By the Fowler–Nordheim formula, a change of only 0.1 eV in the rough barrier height changes the current at 13 MV/cm by a factor of about 2.5, which moves the factor between about 14 and 20. Replacing WKB by the exact transmission of the same barrier, for electrode Fermi energies of 5.5 and 11.7 eV, gives 16.7 and 17.6. The image force has also been left out, so $\phi$ and $m$ must be read as effective values for a sharp barrier: rounding the barrier by a single-electrode image potential (optical permittivity 2.13) at the same $\phi$ and $m$ would raise the current about tenfold and lower the factor to about 6. The direction of the shift is secure; its size should be taken from a measured current.

With the inputs chosen here, the value 17.8 happens to be also what part (b) gave for $\beta=1.6$ without any resistance. The area shift alone cannot tell these two cases apart, but the slope can. Within this model every large pad has the same voltage drop, so all their lifetimes are multiplied by one number and the slope stays at 1.5. A disagreement between the slope and the area shift, if it exceeds the sampling error, is thus a sign that one of the assumptions in part (a) has failed, or that the small pads do not follow a Weibull law, as happens for the independent patches in part (e).

### (e) Thickness variation

At fixed voltage the field is $E=V/d$. If the power law is taken to act through the field (an assumption: the exponent describes the voltage dependence at one thickness, and for oxides this thin the thickness dependence at fixed voltage has to be measured separately), life varies as $d^{44}$, and a small change of thickness gives $\delta\ln t=44\,\delta d/d$. The standard deviation of the logarithm of the time scale is then

$$s=44\times\frac{0.02\ \mathrm{nm}}{2.7\ \mathrm{nm}}=0.326 .$$

Here $\beta$ is held fixed. In the cell model of part (c) it would grow in proportion to the thickness, and since the characteristic time is $\tau K^{-1/\beta}$, this would add $(\ln K/\beta)\,\delta d/d$ to $\delta\ln t$. For a small pad with $10^8$ columns, each about 1 nm² in area, the addition is about 0.09 for one standard deviation. This treats the number of cells $n$ as a continuous variable, although it is an integer in the model. It would raise the factor found below for independent patches from 23.4 to about 25.

**Independent patches.** Suppose first that each patch of area $A_1$ has its own thickness, independent of its neighbours. A patch has time scale $t_m e^{sz}$, where $z$ is a standard normal variable and $t_m$ the median scale. Define $H=(t/t_m)^\beta$ and $g=e^{-\beta sz}$. Averaging over patches gives

$$S_1=\langle e^{-gH}\rangle\equiv e^{-L(H)} .$$

The rule $S_2=S_1^N$ still holds, but $S_1$ is no longer a Weibull law. The direction of the change follows from the derivatives of $L$:

$$L'=\frac{\langle g e^{-gH}\rangle}{\langle e^{-gH}\rangle}>0,\qquad
L''=-\left[\frac{\langle g^2e^{-gH}\rangle}{\langle e^{-gH}\rangle}-\left(\frac{\langle ge^{-gH}\rangle}{\langle e^{-gH}\rangle}\right)^2\right]\le0 .$$

The square bracket is the variance of $g$ with weight $e^{-gH}$, so it cannot be negative. Hence $L$ rises and is concave, with $L(0)=0$, and therefore $L(H/N)\ge L(H)/N$.

The characteristic times are given by $L(H_1)=1$ for small pads and $N L(H_2)=1$ for large ones. Then

$$L(H_1/N)\ge\frac{L(H_1)}{N}=\frac1N=L(H_2)\quad\Rightarrow\quad H_2\le\frac{H_1}{N}.$$

Since $t\propto H^{1/\beta}$, the factor $t_1/t_2=(H_1/H_2)^{1/\beta}$ is at least $N^{1/\beta}$. Solving the two conditions numerically for $s=0.326$ gives 23.4, which is 9 % above 21.5. A simulation of 40000 large pads with 100 patches each also gives 23.4. The large pad is likely to contain some thin patches, and these shorten its life further. The value 23.4 belongs to the characteristic time only. For small $H$ the function $L$ is nearly linear, so at early failure fractions the factor falls back towards 21.5.

**Thickness uniform within each pad.** If the thickness varies only between pads, all $N$ parts of a large pad share one value of $g$. They are independent for given $g$, so the product must be formed before the average:

$$S_2=\langle (e^{-gH})^N\rangle=\langle e^{-gNH}\rangle=e^{-L(NH)} .$$

Now $L(NH_2)=1=L(H_1)$, so $H_2=H_1/N$ and the factor is again $N^{1/\beta}=21.5$. Here $\beta$ is the exponent for fixed thickness. The plot of the mixed population has the slope

$$\frac{d\ln L}{d\ln t}=\beta\,\frac{HL'}{L}\le\beta,$$

because a concave function with $L(0)=0$ satisfies $L\ge HL'$. Using this lower slope in the area law would predict too large a factor.

**Shared fate.** In the extreme case where all parts of a pad break down at the same moment, $S_2=S_1$ and area has no effect. The factor 21.5 therefore rests on independence, at least among parts of equal thickness.

### The example beside real oxides

A thickness of 2 to 3 nm is typical of the tunnel oxide in some charge-trap memories, and a Weibull slope between roughly 1 and 2 is reasonable for such a film. The field of 13 MV/cm belongs to accelerated testing and is well above what an oxide could bear in continuous long-term use. The characteristic time of 10000 s, the resistance and the thickness spread are chosen values. In a memory cell the tunnel oxide also lies beneath a trapping layer and is stressed by pulses, and loss of stored charge may end its useful life before breakdown does. The calculation therefore describes test capacitors under constant voltage, not the life of a memory array. With the inputs chosen here, the two departures move the factor from 21.5 to 17.8 (series resistance, with the simpler assumption for the tunnelling current) or to 23.4 (independent thickness variation at fixed $\beta$), each taken alone. The main values are in the numerical output below.

## Table of computed values

```
INPUTS
Weibull shape beta: 1.5
small area: 100 um2
large area: 10000 um2
area ratio: 100
small-pad characteristic time: 10000 s
oxide thickness: 2.7 nm
stress field: 13.0 MV/cm
applied oxide voltage: 3.510 V
temperature: 300 K
AREA SCALING
time reduction factor: 21.544
large-pad time, formula: 464.16 s
large-pad time, root of survival: 464.16 s
large-pad time: 7.74 min
small pads failed by then: 0.995 percent
upward shift ln N: 4.6052
leftward shift (ln N)/beta: 3.0701
SENSITIVITY TO BETA
factor for beta 1.0: 100.00
factor for beta 1.4: 26.83
factor for beta 1.6: 17.78
d ln(factor)/d beta: -2.047
CELL SIMULATION
cells per column: 3
cell filling power alpha: 0.5
columns, small and large: 100, 10000
pads, small and large: 40000, 4000
slope, small pads: 1.520
slope, large pads: 1.528
factor at 63.2 percent failed: 21.69
factor at 10 percent failed: 21.50
SERIES RESISTANCE (rough inputs)
barrier: 3.1 eV
tunnelling mass: 0.42 electron masses
series resistance: 100 ohm
voltage exponent of life: 44
current density, closed form: 1.69 A/cm2
current density, integral: 1.82 A/cm2
voltage lost, small pad: 0.169 mV
voltage lost, large pad: 15.47 mV
life multiplier, small pad: 1.0021
life multiplier, large pad: 1.2146
factor with series resistance: 17.78
THICKNESS SPREAD (rough inputs)
patch thickness spread: 0.02 nm
spread of ln(time): 0.326
factor with thickness spread: 23.40
same factor, simulated: 23.40
```
